# Why Streaming Waves Bring Two Ion Species Closer in Sheath-Entry Speed

A calculation of ion fluxes to a surface in an argon–xenon discharge must assign each ion species a speed at the sheath edge. Two simple choices are each species' own sound speed or one common speed. With equal edge densities the flux ratio $n_1V_1/n_2V_2$ equals the speed ratio: about 1.81 for the first choice and 1 for the second. Which choice is better depends on whether the presheath field can pull the species apart without exciting waves between them.

## One condition for two speeds

Let species 1 be light and fast, species 2 heavy and slow. Both are singly charged, with masses $M_j$, speeds $V_j$ toward the wall and density fractions $\alpha_j=n_j/n_0$, where $\alpha_1+\alpha_2=1$ and $n_0$ is the electron density. Temperatures are in energy units. Electrons follow the Boltzmann law, and $c_j^2=T_e/M_j$.

Neglect ion pressure at first. Just inside the sheath, let the potential have dropped by a small $U$. Energy conservation raises $V_j^2$ by $2eU/M_j$, and flux conservation then gives

$$
n_j(U)=n_j\left(1+\frac{2eU}{M_jV_j^2}\right)^{-1/2}
\simeq n_j\left(1-\frac{eU}{M_jV_j^2}\right).
$$

The electron density is $n_0e^{-eU/T_e}\simeq n_0(1-eU/T_e)$. Subtracting it from the total ion density and using Poisson's equation, $U''=e(n_1+n_2-n_e)/\varepsilon_0$, gives

$$
U''=\frac{1-S}{\lambda^2}U,\qquad
S=\sum_j\alpha_j\frac{c_j^2}{V_j^2},\qquad
\lambda^2=\frac{\varepsilon_0T_e}{n_0e^2}.
$$

A monotonic sheath requires $S\le1$; otherwise $U$ oscillates.

The presheath approaches this limit from the other side. Consider steady quasineutral flow without ion production in a gently converging tube of area $A$. Put $\eta=eU/T_e$, and let $F_j$ be the friction acceleration. Then $V_jV_j'=c_j^2\eta'+F_j$ and $n_jV_jA$ is constant, so $n_j'/n_j=-V_j'/V_j-A'/A$. The density-weighted sum of these must equal $n_e'/n_e=-\eta'$. Substituting for $V_j'$ gives

$$
(S-1)\eta'=-\frac{A'}{A}-\sum_j\frac{\alpha_jF_j}{V_j^2}.
$$

If the right side stays finite and positive, the quasineutral field diverges as $S$ falls to 1. This marks the sheath edge, so $S=1$ there. Friction changes the route to the edge but not this condition. It is one equation for two speeds.

Without friction, both species fall from rest through the same potential: $M_1V_1^2=M_2V_2^2=W$. Then $S=T_e/W=1$, so $W=T_e$ and $V_j=c_j$. If the speeds were instead equal, $S=1$ would give $V^2=\alpha_1c_1^2+\alpha_2c_2^2$.

The example has $T_e=3$ eV and equal ion densities. The sound speeds are 2692 m/s for argon and 1485 m/s for xenon, a separation of 1207 m/s. Perfect locking would give 2174 m/s for both.

## When the streams become unstable

Take a wave $\phi e^{i(kx-\omega t)}$ along the flow, with $k>0$ and complex phase speed $c=\omega/k$. Its field is $E=-ik\phi$. The linear Vlasov equation for species $j$ reads

$$
-i(\omega-kv)\,\delta f_j+\frac{e}{M_j}(-ik\phi)f_j'=0
\quad\Rightarrow\quad
\delta f_j=\frac{e\phi}{M_j}\frac{f_j'}{v-c}.
$$

Define the susceptibility by writing the charge density as $\rho_j=-\varepsilon_0k^2\chi_j\phi$. Then

$$
\chi_j=-\frac{e^2}{\varepsilon_0M_jk^2}\int\frac{f_j'(v)}{v-c}\,dv,
\qquad \chi_e=\frac1{k^2\lambda^2}.
$$

Poisson's equation becomes $1+\chi_e+\chi_1+\chi_2=0$. Multiplying by $k^2\lambda^2$ gives

$$
1+k^2\lambda^2=G(c),\qquad
G(c)=\frac{T_e}{n_0}\int\frac{F'(v)}{v-c}\,dv,\qquad
F=\frac{f_1}{M_1}+\frac{f_2}{M_2}.
$$

Let $c$ run just above the real axis and close the path by a large upper semicircle, where $G\to0$. The number of growing roots is the number of counterclockwise turns of $G$ around the point $P=1+k^2\lambda^2$. On the real axis $\operatorname{Im}G=\pi(T_e/n_0)F'$. Thus $G$ crosses the real axis upward at a minimum of $F$ and downward at a maximum. Crossings to the right of $P$ count $+1$ and $-1$ respectively.

If $F$ has a single hump at $u_0$, then $F'(v)$ and $v-u_0$ have opposite signs, so $G(u_0)<0$ and no wave grows. Two humps leave a dip between them. Since the number of roots cannot be negative, neither hump can have a positive $G$ larger than that of the dip. Growth at some wavelength therefore requires a dip with $G>1$.

For Maxwellians put $w_j^2=2T_j/M_j$ and $\xi_j=(c-V_j)/w_j$. Integration by parts gives $\int f_j'/(v-c)\,dv=n_jZ'(\xi_j)/w_j^2$, where $Z$ is the plasma dispersion function. Hence

$$
G=\frac12\sum_j\alpha_j\frac{T_e}{T_j}Z'(\xi_j).
$$

For equal densities and a common ion temperature $T$, the threshold can be solved by hand. Up to a positive factor, $F'=-(\xi_1e^{-\xi_1^2}+\xi_2e^{-\xi_2^2})$. It vanishes at $\xi_2=-\xi_1=\xi$, a point between the drifts. Its slope there is proportional to $-(1-2\xi^2)$, so this is a dip when $\xi^2>1/2$. The distances from this point to the two drifts are $\xi w_1$ and $\xi w_2$. Since $\operatorname{Re}Z'$ is even, setting $G=1$ gives

$$
\Delta V_c=\xi(w_1+w_2),\qquad
\operatorname{Re}Z'(\xi)=\frac{2T}{T_e}.
$$

This equation has two roots, and the threshold is the smaller one. When $T/T_e$ is small, it is close to the zero of $\operatorname{Re}Z'$, at 0.924. The threshold is then set by the sum of the thermal speeds. The larger root is near $\sqrt{T_e/2T}$, because $\operatorname{Re}Z'\simeq1/\xi^2$ at large $\xi$. The instability ends again there, but at a separation near $c_1+c_2$, which free fall does not reach. In the opposite direction, $\operatorname{Re}Z'$ has a maximum of about 0.57, so this symmetric case has no instability at any separation if $T_e/T$ is below about 3.5.

For ions at 300 K, $T=0.02585$ eV and $\sqrt{2T/T_e}=0.131$. Thus $w_1=353$ m/s, $w_2=195$ m/s and their sum is 548 m/s. The computed threshold, 511 m/s, corresponds to $\xi=0.93$. A count of growing roots for $k^2\lambda^2$ from 0.01 to 25 found none at 0.95 of this threshold and at least one at 1.15 of it.

The free separation, 1207 m/s, is well above the threshold. Because $w_j=c_j\sqrt{2T/T_e}$, the general condition in this symmetric case is

$$
\frac{c_1-c_2}{c_1+c_2}>\xi\sqrt{\frac{2T}{T_e}}.
$$

Similar masses or warm ions can prevent the instability. For argon and xenon the left side is 0.289. Since $\xi>0.924$, ions with a common temperature above about 0.15 eV would be stable at the free separation. This is a sufficient bound, not the value at which stability first appears.

## Why the force opposes the separation

Growth alone does not explain friction; the force must also have the right direction. The mean force density on species $j$ is

$$
R_j=\frac12\operatorname{Re}(\rho_jE^*)
=\frac12\operatorname{Re}\left(-i\varepsilon_0k^3\chi_j|\phi|^2\right)
=\frac{\varepsilon_0k}{2}|E|^2\operatorname{Im}\chi_j.
$$

The second step uses $E^*=ik\phi^*$, and the last uses $|E|^2=k^2|\phi|^2$. Since $\chi_e$ is real, the imaginary part of the dispersion relation gives $R_1+R_2=0$. Boltzmann electrons take no momentum from the wave.

Now write $c=u+is$ with $s>0$. Let $f_j=g(v-V_j)$, where $g$ is symmetric and has one peak, and put $d=u-V_j$. Folding the negative half of the integral onto the positive half gives

$$
\operatorname{Im}\int\frac{f_j'}{v-c}dv
=s\int_0^\infty g'(y)\left[\frac1{(y-d)^2+s^2}-\frac1{(y+d)^2+s^2}\right]dy.
$$

If $d>0$, the bracket is positive and $g'$ is negative or zero, so the integral is negative. The minus sign in $\chi_j$ makes $\operatorname{Im}\chi_j$ positive. If $d<0$, all signs reverse. Thus $\operatorname{Im}\chi_j$ has the sign of $u-V_j$.

The two imaginary parts must cancel, so $u$ lies between the drifts. A growing wave is slower than species 1 and faster than species 2. It therefore slows the first and speeds up the second. The proof covers linear waves and symmetric single-peaked distributions; it does not fix the force after strong distortion of the distributions.

An undriven kinetic calculation at twice the threshold, with $k\lambda=2.5$, gave a growth rate of 0.172 in units of $c_1/\lambda=2.09\times10^7\ \mathrm{s^{-1}}$, in agreement with the dispersion relation. The momentum transfer during linear growth agreed with the force formula. After about 8 µs the separation had fallen by about 40% (42% on the grid used, 39.5% on a finer one) and was still changing. At 0.8 of the threshold, a 0.1% density ripple in the argon changed the separation by about $5\times10^{-6}$% in about 3 µs. The durations and initial ripples differ, but the second case has no growing mode to amplify its ripple.

## The feedback in the presheath

Let $R=-R_1=R_2$, positive when it slows species 1. The steady momentum equations for cold ions are

$$
V_1V_1'=\frac{e\mathcal E}{M_1}-\frac{R}{n_1M_1},\qquad
V_2V_2'=\frac{e\mathcal E}{M_2}+\frac{R}{n_2M_2},
$$

where $\mathcal E$ is the presheath field. Put $\bar V=(V_1+V_2)/2$ and $\Delta V=V_1-V_2$. Since $V_1V_1'-V_2V_2'=(V_1^2-V_2^2)'/2=(\bar V\Delta V)'$, subtraction gives

$$
(\bar V\Delta V)'=
e\mathcal E\left(\frac1{M_1}-\frac1{M_2}\right)
-R\left(\frac1{n_1M_1}+\frac1{n_2M_2}\right).
$$

The first term separates the species because the same electric force accelerates the lighter ion more. Below threshold the waves decay and the second term is small. Above threshold $R\propto|E|^2$ grows exponentially until it can oppose the first. If the separation then falls far enough, growth stops and the field can pull the species apart again.

The growth is fast enough to matter. The test rate is $0.172\times2.09\times10^7=3.6\times10^6\ \mathrm{s^{-1}}$. Over the 19 µs transit considered below it would give about 69 e-foldings of amplitude if it stayed constant. It cannot stay constant: the waves change the ions long before that.

Two effects move the threshold. Friction removes drift energy at the rate $RV_1-RV_2=R\Delta V$ per volume, which goes into waves and heat. Acceleration does the opposite. In a steady accelerating flow the distance between successive ions stretches in proportion to $\bar V$, and their velocity differences shrink.

To include both, follow a parcel with stretch $a=\bar V/\bar V_0$. Along it $d/dt=\bar V\,d/dz$, so the left side above is $d\Delta V/dt+H\Delta V$, with $H=\bar V'=\dot a/a$. Let $x$ be an ion's distance from the parcel's centre and $w$ its velocity relative to the local mean flow, so that $dx/dt=Hx+w$. Apply the same law to $w$:

$$
\frac{dw}{dt}+Hw=\frac{F}{M}.
$$

With $s=aw$, the terms containing $H$ cancel and $ds/dt=aF/M$. If $X=x/a$ is the stretched coordinate, $dX/dt=w/a=s/a^2$. Without waves or a difference in drive, $w\propto1/a$ and the parallel temperature falls as $1/a^2$.

## An argon–xenon parcel

The plasma density is $10^{16}\ \mathrm{m^{-3}}$ and the presheath is 3 cm long. The model uses a uniform field with a total drop of $T_e/2e=1.5$ V, the free-fall value. The parcel starts at one third of the free edge speed, with ions at 300 K and a separation of $1207/3=402$ m/s, below the threshold. It reaches $a=3$ after 19 µs. Its mean speed follows free fall; density and composition are fixed. The separation is left free to evolve.

Two particle calculations used different box lengths, particle numbers and random starts. Their separations, in m/s, were:

| $a$ | No friction | Run 1 | Run 2 |
|---|---:|---:|---:|
| 1.5 | 603 | 439 | 457 |
| 2.0 | 805 | 421 | 398 |
| 2.5 | 1006 | 497 | 470 |
| 3.0 | 1207 | 601 | 550 |

The waves first hold the separation down and even reduce it. From $a=2$ to 3 it rises again, at about 0.4 of the free-fall rate. Averaged over $a>2.7$, it is 0.49 and 0.45 of the free value in the two runs. The mean ratio, 0.473, corresponds to $0.473\times1207=571$ m/s at the edge. This is an estimate, not a converged value: each run keeps only the 16 longest waves in its box, and the result varies with the random start. An uncertainty of at least 10 to 20% is reasonable. Without particle noise, and with other box lengths and up to 40 waves, the ratio is 0.49 to 0.55 (590 to 670 m/s), so 571 m/s lies at the low end.

Particle noise can also cause friction. In an undriven, unstretched run at 0.8 of the threshold, with the smaller particle number and the same duration, the separation fell by 29 m/s. This is about 5% of the reduction of $1207-571=636$ m/s in the driven case. The control does not cover the role of noise as a seed, which sets when the waves take hold. With only a one-time initial ripple the separation is still near the free value, about 600 m/s, at $a=1.5$ and drops afterwards, so the first row of the table depends on the noise level.

Stretching alone would cool the parallel motion to $0.02585/9=0.003$ eV. The runs instead ended with 0.080 eV for argon and 0.062 eV for xenon, so wave heating outweighed the cooling. These temperatures are not converged: other boxes, mode numbers and noise levels give 0.06 to 0.08 eV for argon and 0.06 to 0.09 eV for xenon. Maxwellians with these temperatures would have a threshold of 830 m/s. The actual separation is only 0.69 of that, so the final temperatures do not predict it closely. A plausible reason is that the distributions are no longer Maxwellian, so their own threshold can lie lower and long waves can still be growing; the particle runs do not test this. The threshold marks where wave growth begins and gives a rough scale for the limit, not a precise final speed difference.

The sheath condition now supplies the missing equation. With equal densities,

$$
\frac{c_1^2}{(V_2+\Delta V)^2}+\frac{c_2^2}{V_2^2}=2.
$$

For $\Delta V=571$ m/s its solution is $V_1=2354$ m/s and $V_2=1784$ m/s. As a check, $(2692/2354)^2+(1485/1784)^2=1.31+0.69=2.00$. The flux ratio at equal edge densities is 1.32; a separation of 590 to 670 m/s would give 1.33 to 1.39. The speeds are closer than the sound speeds, but they are not equal.

## What can change the numbers

Ion pressure changes the sheath condition. For one-dimensional adiabatic ions, $dp_j=3T_jdn_j$. Combining this with momentum and flux conservation replaces $V_j^2$ in $S$ by $V_j^2-3T_j/M_j$. At the same separation, the final temperatures raise the entry speeds to 2442 and 1872 m/s, by 4% and 5%. The flux ratio hardly changes, to 1.30.

Ordinary Coulomb friction is weaker but not negligible. For Maxwellian ions held at 300 K, it alone would reduce the final separation from 1207 to about 1000 m/s. The particle runs do not include it. They also omit collisions between ions of the same species. For argon at 300 K the characteristic time of these collisions is close to the 19 µs transit, so they would spread part of the parallel cooling to the other directions.

The fixed voltage drop is also approximate. The free drift energy is 1.5 eV for either ion. Scaling by the squared speeds gives $1.5(2354/2692)^2=1.15$ eV for argon and $1.5(1784/1485)^2=2.16$ eV for xenon. Their flux-weighted mean is 1.59 eV, so the drop must exceed the assumed 1.5 V by about 6% even before heat is counted. A self-consistent presheath would adjust its potential.

The largest rms wave potential was 0.04 V, small beside $T_e/e=3$ V, which supports the linear electron response. Electron Landau damping contributes about 0.5% of the electron response and was omitted. Over a 1.5 V drop the Boltzmann density would fall to 0.61 of its initial value, while the parcel keeps it fixed. Oblique waves, which could redistribute heat between directions, are also absent; their effect was not calculated.

These parameters are rough values for a low-pressure argon–xenon discharge. An electron temperature of a few eV is ordinary, but the assumed gas pressure of 0.5 mTorr is low for plasma processing. With a rough ion–neutral cross section of $6\times10^{-19}\ \mathrm{m^2}$, the mean free path is 10 cm, so about $1-e^{-0.29}=25$% of ions collide in the presheath. If each such ion restarts from rest at a random point in a uniform field, its final speed averages $\int_0^1\sqrt{1-x}\,dx=2/3$ of the free value. This lowers the average speed of the arriving ions by about $0.25/3=8$%. The flow speed, which is flux divided by density, falls further because slow ions add more density. Since $\int_0^1dx/\sqrt{1-x}=2$, it becomes $1/(0.75+0.25\times2)=0.80$ of the free value. At ten times the pressure the mean free path would be 1 cm, shorter than the presheath, and free fall would no longer be a useful approximation.

In this one-dimensional model, at equal densities and the stated low pressure, individual sound speeds overstate the separation and a common speed removes too much of it. The model supports a closure that combines $S=1$ with a wave-limited separation. In a real discharge, Coulomb friction and oblique waves may change that separation, so its value should be checked against measurements or a fuller calculation. If the free separation stays below the local streaming threshold throughout the presheath, this wave mechanism gives no reason to replace the individual sound speeds. The remaining computed values are in the numerical output below.

## Values computed for the example and the checks

```
Electron temperature: 3 eV
Plasma density: 1e+16 m^-3
Presheath length: 3 cm
Argon mass: 39.948 u
Xenon mass: 131.293 u
Density fraction of each ion: 0.5
Gas and starting ion temperature: 300 K
Starting ion temperature: 0.02585 eV
Electron Debye length: 128.8 um
Argon frequency unit: 2.091e+07 s^-1
Free argon entry speed: 2692 m/s
Free xenon entry speed: 1485 m/s
Free separation: 1207 m/s
Common speed if fully locked: 2174 m/s
Threshold at starting temperature: 511.1 m/s
Ion response at threshold dip: 1
Random growing modes checked: 74
Test separation / threshold: 2
Fastest test wave k times Debye length: 2.5
Test phase speed / separation: 0.3375
Growth rate from dispersion: 0.172 frequency units
Growth rate from Vlasov run: 0.172 frequency units
Wave momentum transfer, run / formula: 1
Separation lost above threshold: 41.54 %
Separation lost at 0.8 threshold: 5e-06 %
Driven run duration: 19.15 us
Stretch 1.5: free 603, runs 439, 457 m/s
Stretch 2.0: free 805, runs 421, 398 m/s
Stretch 2.5: free 1006, runs 497, 470 m/s
Stretch 3.0: free 1207, runs 601, 550 m/s
Late separation / free, run 1: 0.494
Late separation / free, run 2: 0.452
Mean limited separation: 571 m/s
Subthreshold loss from particle noise: 29 m/s
Final argon parallel temperature: 0.0798 eV
Final xenon parallel temperature: 0.0622 eV
Maxwellian threshold at final temperatures: 830 m/s
Limited separation / final threshold: 0.688
Argon entry speed with wave friction: 2354 m/s
Xenon entry speed with wave friction: 1784 m/s
Argon entry speed with ion pressure: 2442 m/s
Xenon entry speed with ion pressure: 1872 m/s
Coulomb logarithm: 7.02
Separation with Coulomb friction only: 1e+03 m/s
Largest rms wave potential: 0.0415 V
Gas pressure: 0.5 mTorr
Rough ion-neutral cross section: 6e-19 m^2
Ion-neutral mean free path: 10.4 cm
Presheath length / mean free path: 0.29
Electron damping part of response: 0.0046
Edge density / density before half-Te drop: 0.607
```
